# Why a planar single-photon avalanche diode needs a guard ring

## A case without space charge

Take two metal plates a distance $b-a$ apart, and two coaxial metal cylinders of radii $a$ and $b$. Both gaps have the same width and hold the same voltage $V$, and neither contains charge. Between the plates the field is $V/(b-a)$ everywhere. Between the cylinders the flux through every coaxial surface is the same, so the field falls as $1/r$. Setting its integral equal to $V$ gives $E(r)=V/[r\ln(b/a)]$, with its maximum at the inner cylinder. The ratio of the peak fields is

$$\frac{E_{\rm coax}(a)}{E_{\rm plates}}=\frac{b/a-1}{\ln(b/a)}>1,$$

because $\ln t<t-1$ for $t>1$. Field lines that spread out from a convex electrode are densest at its surface, so the field there must exceed the average.

A planar single-photon avalanche diode has such an electrode. Its heavily doped region is made through a window in a mask. The bottom of the region is flat, but its rim bends up to the surface with a radius $r_j$ close to the junction depth. The detector is meant to work in Geiger mode: the flat centre is biased above its breakdown voltage, so that one carrier can start a self-sustaining avalanche. If the rim breaks down first, the centre is hard to bring to that condition.

## Planar and cylindrical fields

Let an n+ region lie in p-type material of uniform acceptor density $N$ and permittivity $\varepsilon$. The n+ region is treated as a perfect conductor, and the depleted p-type material carries the charge density $-qN$, with $q>0$. Beyond the depletion edge the material is neutral and the field is zero. $V$ is the total junction drop, the applied reverse bias plus the built-in potential. The field $E$ is counted positive when it points away from the n+ region. $N$ and $V$ are held equal in the comparison.

**Planar junction.** With $x$ the distance from the n+ region, Gauss's law reads $dE/dx=-qN/\varepsilon$. Since $E=0$ at the depletion edge $x=W$,

$$E(x)=\frac{qN}{\varepsilon}(W-x),\qquad V=\int_0^W E\,dx=\frac{qNW^2}{2\varepsilon}.$$

Hence

$$W=\sqrt{\frac{2\varepsilon V}{qN}},\qquad E_{\rm pl}=\frac{qNW}{\varepsilon}=\frac{2V}{W}.$$

**Cylindrical junction.** The depleted region extends from $r_j$ to $r_d$. Gauss's law is now $\frac1r\frac{d(rE)}{dr}=-\frac{qN}{\varepsilon}$. Multiplying by $r$ and integrating from $r$ to $r_d$, where $E=0$, gives

$$E(r)=\frac{qN}{2\varepsilon}\,\frac{r_d^2-r^2}{r}.$$

The voltage is the integral of this field:

$$V=\frac{qN}{2\varepsilon}\left[r_d^2\ln\frac{r_d}{r_j}-\frac{r_d^2-r_j^2}{2}\right].$$

Put $u=(r_d/r_j)^2$, so that $\ln(r_d/r_j)=\tfrac12\ln u$. Then

$$V=\frac{qNr_j^2}{4\varepsilon}\,(u\ln u-u+1).$$

Equating this to $qNW^2/(2\varepsilon)$ and defining $\eta=r_j/W$ gives

$$\frac{2}{\eta^2}=u\ln u-u+1 .$$

To solve for $u$, write the equation as $u(\ln u-1)=2/\eta^2-1$ and set $w=\ln u-1$, so that $u=e^{1+w}$. Division by $e$ leaves $we^w=(2/\eta^2-1)/e$. This defines the Lambert function, and $u>1$ means $w>-1$, which selects its principal branch $W_0$:

$$u=\exp\left[1+W_0\!\left(\frac{2/\eta^2-1}{e}\right)\right].$$

The peak field is $E_{\rm cyl}=E(r_j)=qNr_j(u-1)/(2\varepsilon)$. Dividing by $E_{\rm pl}=qNW/\varepsilon$ gives the ratio

$$R=\frac{E_{\rm cyl}}{E_{\rm pl}}=\frac{\eta}{2}(u-1).$$

## Why the ratio exceeds one

The reason is visible before any equation is solved. Expanding the derivative in the cylindrical Gauss law gives

$$\frac{dE}{dr}=-\frac{qN}{\varepsilon}-\frac{E}{r}.$$

The first term is the planar slope. The second, due to the spreading of field lines, makes the fall steeper. Both profiles enclose the same area $V$. If the steeper one started at or below the planar peak, it would lie below the planar profile throughout and enclose less area. It must therefore start higher. It must also end sooner and cross the planar profile once.

The ratio grows as the radius shrinks. Let $g=u\ln u-u+1$, so that $\eta^2=2/g$ and $R^2=(u-1)^2/(2g)$. Since $g'=\ln u$,

$$\frac{d\ln R^2}{du}=\frac{2}{u-1}-\frac{\ln u}{g}=\frac{(u+1)\ln u-2(u-1)}{(u-1)\,g}.$$

The last numerator vanishes at $u=1$. Its first derivative, $\ln u+1/u-1$, also vanishes there, and its second derivative, $(u-1)/u^2$, is positive for $u>1$. The numerator is thus positive, and $R$ increases with $u$. Because $g$ increases with $u$, a larger $u$ means a smaller $\eta$.

**Large radius.** Put $u=1+s$ with $s\ll1$. Then $g=s^2/2-s^3/6+\dots$, and $2/\eta^2=g$ gives $s\simeq(2/\eta)(1+s/6)$. Inserting $s\simeq2/\eta$ in the correction yields

$$R=\frac{\eta s}{2}\simeq1+\frac{W}{3r_j}.$$

At $r_j=10W$ the full formula and this limit both give 1.033. At $r_j=W$ they give 1.296 and 1.333.

**Small radius.** Now $u\gg1$, and $u(\ln u-1)\simeq2/\eta^2$. With $R\simeq\eta u/2$ this becomes $R\simeq1/[\eta(\ln u-1)]$. Multiplying by $2V/W$ and using $\ln u=2\ln(r_d/r_j)$,

$$E_{\rm cyl}\simeq\frac{V}{r_j\left[\ln(r_d/r_j)-\tfrac12\right]}.$$

This is the coaxial field of the opening case, with $\tfrac12$ subtracted from the logarithm because of the space charge. The peak grows somewhat more slowly than $1/r_j$, since the logarithm grows too. The ratio is 1.851 at $r_j=0.3W$ and 3.112 at $r_j=0.1W$.

## The rim is joined to a plane

A real rim is a quarter cylinder attached to a flat junction. Let $\psi$ be its potential measured from the neutral material, so that $\psi=V$ on the n+ region. Where the material is depleted, $\nabla^2\psi=qN/\varepsilon$; where it is neutral, $\psi=0$. The surface is taken to be free of charge, with no field normal to it.

Use the planar and cylindrical potentials as trial functions of the normal distance $n$ from the electrode, each over the whole structure. For a function $\phi(n)$ the Laplacian is $\phi''$ below the flat part and $\phi''+\phi'/(r_j+n)$ around the arc, with $\phi'\le0$.

- The planar function has $\phi''=qN/\varepsilon$ in its depleted part, so around the arc its Laplacian is lower than $qN/\varepsilon$. In any region where $\psi$ exceeded it, $\psi$ minus this function would have a non-negative Laplacian and vanish on the region's border, apart from any part lying on the surface. There its normal slope is zero, so mirroring the structure in the surface turns that part into interior. Such a function has no positive maximum inside, so the region cannot exist.
- The cylindrical function has the Laplacian $qN/\varepsilon$ around the arc and a higher one below the flat part. The same argument shows that it cannot exceed $\psi$.

Thus $\psi$ lies between the two functions. All three equal $V$ at the electrode, so the surface field lies between $E_{\rm pl}$ and $E_{\rm cyl}$. For a straight edge the full cylinder gives an upper bound; the rim of a round window also curves in the plane of the surface and can exceed it. How close the bound is requires a two-dimensional solution, quoted below.

## Fields in a shallow junction

The example uses round parameters in the regime of a shallow silicon diode: $N=3\times10^{16}$ cm$^{-3}$, $r_j=300$ nm and relative permittivity 12. At a common drop of 20 V the planar width is $W=940$ nm, so

$$E_{\rm pl}=\frac{2\times20\ {\rm V}}{940\ {\rm nm}}=0.425\ {\rm MV/cm}.$$

The radius ratio is $\eta=300/940=0.319$, which gives $u=12.33$. Then

$$R=\frac{0.319}{2}(12.33-1)=1.81,\qquad E_{\rm cyl}=0.769\ {\rm MV/cm}.$$

The depletion width shrinks from 940 to 754 nm, as the slope argument requires. The two-dimensional solution for the joined rim gives a ratio of 1.79 where the junction meets the surface, about 1% below the full cylinder. These are static fields; charge carried by an avalanche is left out.

## From higher field to earlier breakdown

A higher peak is not yet a proof of earlier breakdown, because the high-field region is also narrower. Let $\alpha_n$ and $\alpha_p$ be the numbers of pairs created per unit length by an electron and by a hole. They are taken to depend on the local field, $\alpha=a\,e^{-b/E}$.

Electrons drift towards the n+ region at $x=0$ and holes away from it. Let $I_n$ and $I_p$ be the magnitudes of their currents. In the cylinder these are currents per unit angle, so the spreading of field lines drops out. The total $I=I_n+I_p$ is constant in the steady state, and

$$\frac{dI_n}{dx}=-\alpha_nI_n-\alpha_pI_p=-(\alpha_n-\alpha_p)I_n-\alpha_pI .$$

With $F(x)=\int_0^x(\alpha_n-\alpha_p)\,dx'$, multiplication by $e^F$ turns this into $d(I_ne^F)/dx=-\alpha_pe^FI$. Integrate over the depletion width $w$. If no holes enter from the n+ side, then $I_n(0)=I$, and

$$I_n(w)\,e^{F(w)}=I\,(1-K),\qquad K=\int_0^w\alpha_p e^{F}dx .$$

The gain for electrons entering at the far edge is therefore

$$M_n=\frac{I}{I_n(w)}=\frac{e^{F(w)}}{1-K}.$$

Breakdown is the condition $K=1$: a current can then persist without injection.

Suppose first that $\alpha_p=k\alpha_n$ with constant $k\neq1$. Then $K=\frac{k}{1-k}\left[e^{(1-k)A}-1\right]$ with $A=\int\alpha_n\,dx$; for $k=1$ it reduces to $K=A$. In either case $K$ increases with $A$, so it is enough to compare $A$ in the two junctions.

Let $E_p(x)$ and $E_c(x)$ be the planar and cylindrical profiles at equal $V$, each continued by zero beyond its depletion edge. If the tangent to $\alpha(E)$ at $E_p$ lies below the curve at $E_c$, then

$$\int[\alpha(E_c)-\alpha(E_p)]\,dx\ \ge\int\alpha'(E_p)\,(E_c-E_p)\,dx .$$

For $E_p<b/2$ the slope $\alpha'(E_p)$ decreases with $x$. It is larger than its value at the crossing point where $E_c>E_p$, and smaller where $E_c<E_p$. Replacing it by the crossing value can thus only lower the right-hand side. What remains is a constant times $\int(E_c-E_p)\,dx$, which is zero because the areas are equal. The steep rise of ionization with field outweighs the loss of width.

The tangent condition is assured where $\alpha(E)$ is convex, that is, for $E<b/2$. The example uses $a=7.0\times10^5$ cm$^{-1}$, $b=1.2$ MV/cm for electrons and $a=1.6\times10^6$ cm$^{-1}$, $b=2.0$ MV/cm for holes. At rim breakdown the rim field, 0.722 MV/cm, exceeds $b/2$ for electrons. The tangent condition was therefore tested across the planar depletion width at that voltage, and it held for both carriers. The integral of $\alpha_n$ there is 0.71 in the centre and 1.56 at the rim; that of $\alpha_p$ is 0.16 and 0.78. Since $\alpha_p/\alpha_n$ depends on field, the breakdown voltages themselves come from solving $K=1$ numerically:

- flat centre: 28.3 V;
- bare rim: 18.3 V as a full cylinder, 18.4 V in two dimensions;
- spherical corner of the same radius, as a full sphere: 13.6 V.

The rim withstands a higher peak field than the centre does, 0.722 against 0.506 MV/cm at their respective breakdowns. A single critical field would thus exaggerate the weakness of the rim, but 10 V of difference remain.

## What happens without a guard ring

Raise the bias slowly through a large series resistor. At about 18 V the rim breaks down. While its avalanche persists, further supply voltage falls mainly across the resistor, and the diode stays near 18 V. At 18.25 V the centre has $K=0.196$ and $F(w)=0.709-0.157=0.552$, so

$$M_n=\frac{e^{0.552}}{1-0.196}\simeq2.2 .$$

An electron crossing the centre yields about two electrons at the contact, not a self-sustaining pulse. Between 18 and 28 V the diode can still count, but the Geiger-mode region is the rim, a band around the edge of the window that is narrow at first and widens as the bias approaches 28 V.

If the resistor quenches each avalanche, the diode recharges and can overshoot 18 V until the rim fires again. To bring the centre to breakdown, it would have to recharge by a further 10 V without a rim event. Band-to-band tunnelling makes this harder. A rough estimate uses the pair generation rate $G=A_tE^{5/2}e^{-B_t/E}$, with $A_t=4\times10^{14}$ cm$^{-1/2}$V$^{-5/2}$s$^{-1}$ and $B_t=19$ MV/cm, for a disc of radius 5000 nm. It gives about 8 pairs per second in the centre at 28.3 V. The bare rim produces about $9\times10^4$ per second at its own breakdown and $3\times10^8$ per second if forced to 28.3 V, where its field is 0.98 MV/cm. Not every pair starts an avalanche, and the exponential makes these rates uncertain by large factors, but the rate at the rim remains far above that in the centre.

## What the guard ring must do

A ring of the same type as the n+ region, diffused deeper around its rim, replaces the small radius by a larger one. In the abrupt, one-sided model this is not enough at unchanged doping, since $R>1$ for every finite radius. With a 2000 nm radius in $3\times10^{16}$ cm$^{-3}$ the edge breaks down at 24.9 V, still below the centre.

In this model the net doping beside the ring must also be lower than under the centre. A graded ring junction, discussed below, relaxes this demand. Call the two densities $N_g$ and $N_c$. At equal $V$ the planar peak $2V/W$ scales as $\sqrt N$, so

$$\frac{E_{\rm guard}}{E_{\rm centre}}=R\!\left(\frac{r_g}{W_g}\right)\sqrt{\frac{N_g}{N_c}},$$

where $r_g$ is the ring radius and $W_g$ the planar width at density $N_g$. The edge peak is below the centre peak when $R(r_g/W_g)<\sqrt{N_c/N_g}$.

Take $N_g=1\times10^{16}$ cm$^{-3}$, $r_g=2000$ nm and $V=28.3$ V. Scaling the width found at 20 V gives $W_g=940\sqrt{3\times28.3/20}\simeq1940$ nm. Hence $r_g/W_g\simeq1.03$ and $R\simeq1.29$, below $\sqrt3\simeq1.73$. The edge field is 0.376 MV/cm, against 0.506 MV/cm in the centre. Since the edge field is now lower but wider, the peak comparison alone does not settle breakdown. The ionization integral does: the guarded edge breaks down at 41.6 V. In this model, with a straight edge, the centre can be biased up to 13 V above its own breakdown before the edge joins in. The edge of a round window also curves in the plane of the surface. This spreads the field lines further and reduces the margin, noticeably so when the window radius is only a few times the ring radius. For a window of radius 5000 nm the axisymmetric solution puts the guarded edge near 38.5 V, a margin of about 10 V, and the bare rim near 17.9 V instead of 18.4 V.

A guard ring is one means to this end. Extra doping under the centre alone, with the rim left in lighter material, follows the same rule, but a shallow rim needs a larger doping contrast. With the densities above, a 300 nm rim has $R\simeq2.5$, which exceeds $\sqrt3$, and it still breaks down before the centre. What is needed is an edge that breaks down above the highest operating voltage.

## How far the numbers can be trusted

Shallow silicon avalanche diodes break down at roughly ten to a few tens of volts, so the example lies in their range. Its ionization and tunnelling parameters are rough. The hole coefficients are close to a silicon fit made for fields below 0.4 MV/cm. The full van Overstraeten–de Man fit, with its high-field branch for holes, gives 29.5 V for the centre, 19.5 V for the bare rim and 43.0 V for the guarded edge. All three move by more than a volt, while their differences hardly change. Rough estimates of the neglected effects are:

- **Built-in potential.** It is about 0.9 V, so the applied breakdown biases are near 27.4 V for the centre and 17.3 V for the rim.
- **Nonlocal ionization.** A carrier must first gain energy. Evaluating both coefficients with the field found farther out, by the distance over which the peak field supplies 2 eV, raises the centre to 30.3 V and the rim to 20.5 V, by 7% and 12%. The shifted point is upstream for electrons but downstream for holes. Giving holes their own upstream field instead raises their ionization and can cancel the increase, so this estimate settles neither the size nor the sign of the shift.
- **Temperature.** An optical-phonon scaling of the coefficients from 300 to 340 K gives 30.3 and 19.2 V. The centre's shift, near 0.2% per kelvin, is larger than the roughly 0.1% per kelvin usual in silicon.
- **Oxide charge.** A density of $10^{11}$ cm$^{-2}$ corresponds to a field of 0.015 MV/cm, about 2% of the rim peak. Because the charge lies where the junction meets the surface, it can change the local peak by a few times this amount. Negative charge raises the peak there by roughly 0.05 MV/cm. Positive charge lowers the field there by a similar amount, but the peak then moves below the surface and falls by only about 0.015 MV/cm.
- **Depletion of the n+ side.** At $10^{19}$ cm$^{-3}$ it takes up 4.8 nm and 0.17 V at rim breakdown.

None of these estimates reverses the order of centre and bare rim. The guarded edge was not recalculated with them, so its 13 V margin should be read as approximate.

The assumption that real guard rings break most plainly is the abrupt, one-sided junction. A ring is lightly doped and graded, and the voltage is shared between its two sides. For a planar abrupt junction with donor density $N_D$ on the other side, charge balance gives $V=\frac{\varepsilon E^2}{2q}\left(\frac1N+\frac1{N_D}\right)$. At fixed $V$ the one-sided peak is multiplied by $\sqrt{N_D/(N+N_D)}$, or 0.71 for equal densities. This favours the ring. Against it, the ring's depletion region also spreads under the centre, by up to about $W_g\simeq1.9$ µm at 28.3 V, and can make the active area smaller than the drawn one.

## Consequences for design

1. Fix the centre doping from the wanted breakdown voltage. Then choose the ring's radius and surrounding doping so that edge breakdown exceeds centre breakdown plus excess bias, with a reserve for the shifts above.
2. Use a round window. At a square mask corner the junction curves in two directions, which lowers its breakdown voltage further. In the example a full sphere breaks down 4.6 V, or 25%, below the full cylinder; a real corner, joined to straight edges, loses somewhat less.
3. Leave enough distance between ring and active area for the ring's lateral depletion.
4. To find premature edge breakdown, scan a small light spot across the diode just above the measured breakdown voltage. The model predicts pulses from the rim and low gain in the centre if the edge fails first, and pulses from the centre if the guard works.

Most of the computed values are listed in the numerical output.

## Values computed for the example and the checks

```
relative permittivity: 12.0
doping centre, ring, n+: 3e+16, 1e+16, 1e+19 cm^-3
radius bare rim, ring: 300, 2000 nm
electron a, b: 7.0e+05 1/cm, 1.2 MV/cm
hole a, b: 1.6e+06 1/cm, 2.0 MV/cm
r_j/W =  0.1: field ratio 3.112, 1+W/(3r_j) = 4.333
r_j/W =  0.3: field ratio 1.851, 1+W/(3r_j) = 2.111
r_j/W =  1.0: field ratio 1.296, 1+W/(3r_j) = 1.333
r_j/W =  3.0: field ratio 1.106, 1+W/(3r_j) = 1.111
r_j/W = 10.0: field ratio 1.033, 1+W/(3r_j) = 1.033
common junction drop: 20.0 V
planar width W: 940 nm
eta = r_j/W: 0.3190
u = (r_d/r_j)^2: 12.332
cylinder depletion width: 754 nm
planar peak field: 0.425 MV/cm
cylinder peak field: 0.769 MV/cm
field ratio, cylinder: 1.808
field ratio, 2D rim at surface: 1.791
breakdown, flat centre: 28.33 V
breakdown, bare rim (cylinder): 18.25 V
breakdown, bare rim (2D): 18.4 V
breakdown, spherical corner: 13.61 V
breakdown, deep rim at centre doping: 24.86 V
breakdown, guarded rim: 41.58 V
guarded rim minus centre: 13.25 V
centre peak field at its breakdown: 0.506 MV/cm
rim peak field at its breakdown: 0.722 MV/cm
bare rim field at centre breakdown: 0.980 MV/cm
guarded rim field at centre breakdown: 0.376 MV/cm
centre field at rim breakdown: 0.406 MV/cm
centre ionization integral there: 0.1956
centre electron gain there: 2.159
integral of alpha_n there, centre, rim: 0.709, 1.562
integral of alpha_p there, centre, rim: 0.1568, 0.7787
built-in potential (n_i = 1e10 cm^-3): 0.92 V
n+ depletion at rim breakdown: 4.8 nm, 0.17 V
340 K breakdown, centre, rim: 30.32, 19.24 V
nonlocal estimate (2 eV), centre, rim: 30.30, 20.48 V
field of 1e11 cm^-2 oxide charge: 0.015 MV/cm
tunnelling A: 4e+14 cm^-1/2 V^-5/2 s^-1, B: 19 MV/cm
disc radius for tunnelling: 5000 nm
tunnelling, centre at its breakdown: 7.7e+00 pairs/s
tunnelling, rim at its breakdown: 8.7e+04 pairs/s
tunnelling, rim at centre breakdown: 2.7e+08 pairs/s
```
